# Velocity matrix elements and electronic screening of a scissor-corrected insulator

An approximate one-electron Hamiltonian $H_0$ of an insulating oxide often has too small a gap. A simple repair moves all empty bands up by a constant energy $\Delta$ and leaves every eigenfunction as it was:

$$H=H_0+\Delta P_c .$$

Here $P_c$ projects on the empty states. The letters $c$ and $v$ label empty and filled states, $n$ and $m$ label any states, $E_n$ is an eigenvalue of $H_0$, and $E'_n$ is the eigenvalue of $H$ for the same eigenfunction. Filled and empty bands are assumed to be separated at every wave vector $\mathbf k$. Electrons are independent, with charge $-e$, and Gaussian units are used. Only the Cartesian component $x$ is written. The velocity operators follow from the Heisenberg equation:

$$v=\frac{i}{\hbar}[H,x],\qquad v_0=\frac{i}{\hbar}[H_0,x].$$

The problem is to find how the correction changes the velocity, and what this does to optical absorption and to the electronic dielectric constant.

## (a) A finite system

For a molecule or cluster, express $\langle n|v|m\rangle$ through $\langle n|v_0|m\rangle$. Treat degenerate states too. May $v_0$ be replaced by $p/m_e$, with $m_e$ the electron mass?

**Solution.** In a finite system $x$ has ordinary matrix elements $x_{nm}$. Let $H$ act to the left on $\langle n|$ and to the right on $|m\rangle$:

$$\langle n|v|m\rangle=\frac{i}{\hbar}\langle n|Hx-xH|m\rangle=\frac{i}{\hbar}(E'_n-E'_m)x_{nm}.$$

The eigenfunctions are shared, so the same step with $H_0$ gives

$$\langle n|v_0|m\rangle=\frac{i}{\hbar}(E_n-E_m)x_{nm}.$$

If $E_n\neq E_m$, the second line can be solved for $x_{nm}$ and put into the first:

$$\boxed{\langle n|v|m\rangle=\frac{E'_n-E'_m}{E_n-E_m}\,\langle n|v_0|m\rangle .}$$

For a transition from a filled to an empty state, $E'_c-E'_v=E_c-E_v+\Delta$, so

$$\langle c|v|v\rangle=\left(1+\frac{\Delta}{E_c-E_v}\right)\langle c|v_0|v\rangle .$$

Degenerate states need the difference of the operators, $v-v_0=(i\Delta/\hbar)[P_c,x]$. Let $\theta_n$ be 1 for an empty and 0 for a filled state. Then

$$\langle n|v-v_0|m\rangle=\frac{i\Delta}{\hbar}(\theta_n-\theta_m)x_{nm}.$$

This vanishes when both states are empty or both are filled, degenerate or not. A filled and an empty state cannot be degenerate, because there is a gap.

The position operator is the same before and after, but the velocity is not, because $P_c$ is nonlocal and does not commute with $x$. The starting velocity may also differ from $p/m_e$. If $H_0=p^2/2m_e+V_{\rm loc}(\mathbf r)+V_{\rm nl}$, then $[p^2,x]=-2i\hbar p_x$, and

$$v_0=\frac{p_x}{m_e}+\frac{i}{\hbar}[V_{\rm nl},x].$$

The ratio applies to this whole operator. Scaling $p_x/m_e$ alone is justified if the potential in $H_0$ is local.

## (b) A crystal

In an infinite crystal the diagonal elements of $x$ between Bloch states are not defined. Derive the result without them. Extend it to a finite set of orbitals that has dipoles within one site.

**Solution.** Use the Hamiltonian that acts on the cell-periodic functions, $H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$, and write $\partial$ for $\partial/\partial k_x$. Differentiating both exponentials gives

$$\partial H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}(-ixH+iHx)e^{i\mathbf k\cdot\mathbf r}=\hbar\,e^{-i\mathbf k\cdot\mathbf r}\,v\,e^{i\mathbf k\cdot\mathbf r}.$$

A lattice translation adds a number to $x$, and a number drops out of the commutator. The velocity is therefore lattice periodic and well defined. All states below are cell-periodic states at one $\mathbf k$, and

$$\hbar v=\hbar v_0+\Delta\,\partial P_c .$$

The gap makes $P_c(\mathbf k)$ smooth even where bands cross within the empty or the filled set, so no single eigenvector has to be differentiated. Two identities suffice. First, $P_c^2=P_c$ gives

$$(\partial P_c)P_c+P_c(\partial P_c)=\partial P_c .$$

Between two empty states the left side is twice the element of $\partial P_c$ and the right side is once that element, so it is zero. Between two filled states the left side is zero, and so is the element. Second, $[H_0,P_c]=0$ gives

$$[\partial H_0,P_c]+[H_0,\partial P_c]=0 .$$

Take this between $\langle c|$ and $|v\rangle$. Since $P_c|v\rangle=0$ and $\langle c|P_c=\langle c|$, the first commutator gives $-\langle c|\partial H_0|v\rangle$. The second gives $(E_c-E_v)\langle c|\partial P_c|v\rangle$. Hence

$$\langle c|\partial P_c|v\rangle=\frac{\langle c|\partial H_0|v\rangle}{E_c-E_v}=\frac{\hbar\langle c|v_0|v\rangle}{E_c-E_v}.$$

Multiplying by $\Delta$ and adding $\hbar v_0$ reproduces the factor of part (a). Band velocities, and all other elements within either set, are unchanged.

Now let the basis be orbitals $|\mathbf R\alpha\rangle$ centred on lattice sites $\mathbf R$, with

$$\langle\mathbf R\alpha|x|\mathbf R'\beta\rangle=\delta_{\mathbf R\mathbf R'}(R_x\delta_{\alpha\beta}+D_{\alpha\beta}).$$

In Bloch sums with phases $e^{i\mathbf k\cdot\mathbf R}$, the part $R_x$ turns $i[H,x]$ into $\partial H_{\mathbf k}$, because a hop from $\mathbf R'$ to $\mathbf R$ carries the factor $i(R'_x-R_x)$ in both. The on-site part adds a commutator:

$$\hbar v=\partial H_{\mathbf k}+i[H_{\mathbf k},D].$$

Between $c$ and $v$ the added term is $i(E_c-E_v)D_{cv}$ before and $i(E_c-E_v+\Delta)D_{cv}$ after correction. It scales by the same ratio. Within either set $[P_c,D]$ has no elements, so the whole result stands.

## (c) Shifts that depend on band and wave vector

Let $E'_n(\mathbf k)=E_n(\mathbf k)+\Delta_n(\mathbf k)$, again with unchanged eigenfunctions. Which statements survive for nondegenerate bands?

**Solution.** Let $P_m=|m\rangle\langle m|$. It commutes with $H_0$ and with the new $H$. Differentiate $[H_0,P_m]=0$ and take the element between $\langle n|$ and $|m\rangle$, with $n\neq m$. Now $P_m|m\rangle=|m\rangle$ and $\langle n|P_m=0$, so

$$\langle n|\partial H_0|m\rangle+(E_n-E_m)\langle n|\partial P_m|m\rangle=0 .$$

The same steps with $H$ give

$$\langle n|\partial H|m\rangle+(E'_n-E'_m)\langle n|\partial P_m|m\rangle=0 .$$

Eliminating the common element of $\partial P_m$ returns the boxed ratio, now also between two empty or two filled bands. The diagonal element is the slope of the band, since the norm of $|n\rangle$ is fixed:

$$\langle n|v|n\rangle=\frac1\hbar\partial E'_n=\langle n|v_0|n\rangle+\frac1\hbar\partial\Delta_n .$$

A constant shift thus leaves band velocities and effective masses alone, while a stretched band changes both. If the correction mixes the old eigenfunctions, the derivation fails at its first step, and the velocity must be found from the new Hamiltonian itself.

## (d) Absorption and the electronic dielectric constant

For the constant shift, find the imaginary part $\varepsilon_2(\omega)$ and the electronic constant $\varepsilon_\infty$, with the ions at rest. What happens if the energies are corrected but the velocities are not?

**Solution.** Solving part (a) for the interband position element gives

$$x_{cv}=-\frac{i\hbar\langle c|v|v\rangle}{E'_c-E'_v}=-\frac{i\hbar\langle c|v_0|v\rangle}{E_c-E_v}.$$

It does not change. This ratio also defines $x_{cv}$ in the crystal.

A field $F\cos\omega t$ along $x$ adds the energy $eFx\cos\omega t$. Half of the cosine drives absorption, so the golden-rule rate of one transition, with $E'_{cv}=E'_c-E'_v$, is $(2\pi/\hbar)(eF/2)^2|x_{cv}|^2\delta(E'_{cv}-\hbar\omega)$. Multiply by $\hbar\omega$, sum, and equate the power per volume $V$ to the macroscopic loss $\omega\varepsilon_2F^2/8\pi$:

$$\varepsilon_2(\omega)=\frac{4\pi^2e^2}{V}\sum_{cv}|x_{cv}|^2\,\delta(E_c-E_v+\Delta-\hbar\omega).$$

The sum includes spin and $\mathbf k$. Only the delta function has changed, so the spectrum moves rigidly, height included: $\varepsilon_2(\omega)=\varepsilon_2^{(0)}(\omega-\Delta/\hbar)$.

For a static field, first-order perturbation theory adds to each filled state the part $-\sum_c|c\rangle\,eFx_{cv}/E'_{cv}$. Mixing among filled states does not alter their total density. The induced dipole is

$$-e\sum_{cv}2\,{\rm Re}\left[x_{vc}\left(-\frac{eFx_{cv}}{E'_{cv}}\right)\right]=2e^2F\sum_{cv}\frac{|x_{cv}|^2}{E'_{cv}} .$$

Dividing by $FV$ and using $\varepsilon=1+4\pi P/F$, with $P$ the dipole per volume, gives

$$\varepsilon_\infty=1+\frac{8\pi e^2}{V}\sum_{cv}\frac{|x_{cv}|^2}{E_c-E_v+\Delta}.$$

If one transition energy $E$ dominates, $\varepsilon_\infty-1$ falls by the factor $E/(E+\Delta)$. Corrected energies with unscaled velocities would give the terms $\hbar^2|\langle c|v_0|v\rangle|^2/(E'_{cv})^3$. Each is too small by a further $(E_{cv}/E'_{cv})^2$, where $E_{cv}=E_c-E_v$, and the single-energy factor becomes $[E/(E+\Delta)]^3$.

This response keeps $P_c$ fixed while the field acts. If $P_c$ were instead rebuilt from the empty eigenstates of $H_0+eFx$, the filled states would be those of $H_0+eFx$ itself, and $\varepsilon_\infty$ would keep its uncorrected value. The fixed projector is thus part of the model. Local fields and electron-hole attraction are absent from both formulas.

## (e) An insulator must not conduct

Show which interband sum must cancel the second-order coupling to a uniform vector potential. How does the correction change the oscillator strength?

**Solution.** A static uniform vector potential replaces $k_x$ by $k_x+\kappa$. The sum of the filled energies over the Brillouin zone does not depend on $\kappa$, because the shift relabels the points. Call the first and second derivatives of the Hamiltonian with respect to $\kappa$ at zero $H^{(1)}=\hbar v$ and $H^{(2)}$. With on-site dipoles the matrix to differentiate is $e^{-iD\kappa}H_{k_x+\kappa}e^{iD\kappa}$, which has the same eigenvalues and the right $H^{(1)}$.

Second-order perturbation theory gives the second derivative of one filled level:

$$\langle v|H^{(2)}|v\rangle+2\sum_{n\ne v}\frac{|\langle n|H^{(1)}|v\rangle|^2}{E'_v-E'_n}.$$

In the sum over filled levels, terms between two filled states cancel in pairs, because their denominators have opposite signs. Averaged over the zone, the remainder must vanish:

$$\Big\langle\sum_v\langle v|H^{(2)}|v\rangle\Big\rangle_{\mathbf k}=2\Big\langle\sum_{cv}\frac{\hbar^2|\langle c|v|v\rangle|^2}{E'_c-E'_v}\Big\rangle_{\mathbf k}.$$

Both sides belong to the corrected Hamiltonian. With unscaled velocities on the right, a remainder survives and the insulator would respond like a perfect conductor.

The oscillator strength, counted with the free-electron mass, is

$$N=\sum_{cv}\frac{2m_e|\langle c|v|v\rangle|^2}{E'_c-E'_v}=\frac{2m_e}{\hbar^2}\sum_{cv}|x_{cv}|^2(E_c-E_v+\Delta).$$

It grows linearly with $\Delta$, although no electron was added. The usual count, which equates $N$ to the electron number, requires a local potential, and $\Delta P_c$ is not local.

## (f) Numbers for a model gate oxide

Take a cubic lattice of edge $a=0.25$ nm with one $s$ and three $p$ orbitals per site, and fill the three lower bands. With $C_i=1-\cos k_ia$, the matrix elements are

$$H_{ss}=E_g+b\sum_iC_i,\quad H_{ii}=-wC_i-w'\sum_{j\ne i}C_j,\quad H_{si}=it\sin k_ia,$$

and different $p$ orbitals are uncoupled. Let $E_g=4$ eV, $b=w=t=1$ eV, $w'=0.2$ eV, $D_{sx}=d=0.08$ nm and $\Delta=1.7$ eV. Find the velocities at $\mathbf k=0$ and at $(\pi/a,0,0)$, and then $\varepsilon_\infty$.

**Solution.** The highest level is at least $H_{ss}\ge4$ eV. The other three cannot exceed the largest $H_{ii}\le0$, by the variational principle in the $p$ subspace. At $\mathbf k=0$ both limits are reached, so the gap is 4 eV, and 5.7 eV after correction.

At both points the sines vanish and the states are pure orbitals. From part (b), the element between $s$ and $p_x$ is

$$\hbar\langle s|v_0|p_x\rangle=i\left[ta\cos k_xa+(H_{ss}-H_{xx})d\right].$$

- At $\mathbf k=0$ the size is $0.25+4\times0.08=0.57$ eV nm. The ratio $5.7/4=1.425$ raises it to 0.812 eV nm. Division by $\hbar$ gives $8.66\times10^5$ m/s before and $1.23\times10^6$ m/s after.
- At $(\pi/a,0,0)$ the levels are 6 and $-2$ eV. The size is $|-0.25+8\times0.08|=0.39$ eV nm. The ratio $9.7/8=1.2125$ raises it to 0.473 eV nm, or from $5.9\times10^5$ to $7.2\times10^5$ m/s.

The position elements stay at 0.1425 and 0.0487 nm. No common factor serves the whole zone: the ratio is largest where the transition energy is smallest.

For the zone average, the $4\times4$ matrix was diagonalized on a uniform mesh of $20^3$ wave vectors, and velocities were obtained by numerical differentiation. The formula of part (d), with a factor 2 for spin and $V=a^3$, gives:

- uncorrected energies and velocities: $\varepsilon_\infty=5.22$;
- corrected energies and velocities: $\varepsilon_\infty=4.40$ (4.405 to three decimals);
- corrected energies, unscaled velocities: $\varepsilon_\infty=3.23$.

The correction multiplies $\varepsilon_\infty-1$ by $3.405/4.220=0.807$. Setting this equal to $E/(E+\Delta)$ gives an effective transition energy of 7.1 eV, well above the gap. The cube of 0.807 predicts $1+4.22\times0.525=3.22$ for unscaled velocities, close to the full sum. That mistake lowers $\varepsilon_\infty-1$ by 34 % of its properly corrected value.

The two sides of the sum rule in part (e), per spin, are both 0.130 eV nm². With unscaled velocities the right side is 0.088 eV nm², so about a third of the corrected left side would remain as false conductivity. If the left side is also left uncorrected, at 0.107 eV nm², the remainder is 18 % of it. The oscillator strength rises from 2.81 to 3.41 electrons per cell. The cell holds six electrons in these bands, but $N$ is not tied to that number even before the shift, because the orbital Hamiltonian is not of the form $p^2/2m_e+V_{\rm loc}$ in a complete basis. With $d=0.12$ nm and no shift, $N$ is already 6.3.

## (g) What the model leaves out

Estimate the main neglected effects, and compare the model with hafnium dioxide in a gate stack.

**Solution.** *Local fields.* Take the $s$ orbital proportional to $e^{-r^2/4d^2}$ and $p_x=(x/d)s$, whose dipole element is $d$. Their product is $-d\,\partial_xg$, with $g$ a normalized Gaussian of width $d$. If every transition has this shape, the polarization has Fourier parts $Pe^{-G^2d^2/2}$ at the reciprocal vectors $\mathbf G$. Their electrostatic field, averaged over the same shape, is $-4\pi LP$, with

$$L=\sum_{\mathbf G\neq0}\frac{G_x^2}{G^2}e^{-G^2d^2}=\frac13\sum_{\mathbf G\ne0}e^{-G^2d^2}=0.036 .$$

Cubic symmetry supplies the third. The dipoles respond to $F-4\pi LP$, so $4\pi P=(\varepsilon_\infty-1)(F-4\pi LP)$. Solving for $P$ gives

$$\varepsilon_\infty^{\rm loc}=1+\frac{\varepsilon_\infty-1}{1+L(\varepsilon_\infty-1)}=1+\frac{3.405}{1.124}=4.03 .$$

This is 8.5 % below 4.405. It includes the classical electrostatic field but no exchange or correlation. It is a rough estimate: neighbouring Gaussians of this width overlap by about 0.3, while the orbitals of the model are orthogonal, and the part of $x_{cv}$ that comes from hopping between sites (0.0625 of 0.1425 nm at $\mathbf k=0$) has a different shape. If only the on-site dipole is given the Gaussian shape, the result is 4.10, a drop of 7 %.

*A stretched spectrum.* Let the shift of each transition grow by 0.1 eV for every eV above the 4 eV gap. By part (c), $x_{cv}$ stays fixed, and the mesh sum gives $\varepsilon_\infty=4.29$, with the gap held at 5.7 eV.

*Electron-hole attraction.* Curvatures at $\mathbf k=0$ give an electron mass of 0.81 $m_e$ and a hole mass of 1.9 $m_e$, the latter from the inverse mass along $x$ averaged over the three $p$ bands. The separate hole masses along $x$ are very unequal, 0.81 $m_e$ for $p_x$ and 6.1 $m_e$ for $p_y$ and $p_z$, so the mean serves only for rough estimates. The reduced mass is $\mu=0.57\,m_e$. A hydrogen-like pair is bound by $13.6\times0.57/4.40^2\approx0.4$ eV, with radius $0.053\times4.40/0.57\approx0.4$ nm. That is under two cells, so the continuum estimate gives a size and no more. Absorption could start some tenths of an eV below the gap. The effect of the attraction on $\varepsilon_\infty$ is not estimated here.

*Field and temperature.* At 5 MV/cm, or 0.5 V/nm, a field of the order of the breakdown field of hafnium dioxide films, the energy $(\hbar^2e^2F^2/2\mu)^{1/3}$ over which a field blurs the absorption edge is about 0.26 eV with the mean hole mass, and 0.24 to 0.29 eV for the separate hole bands with the field along $x$. This is small beside 5.7 eV. At 400 K the factor $e^{-5.7\,{\rm eV}/2k_BT}$ is about $10^{-36}$, so heat alone hardly mixes the filled and empty sets of a perfect crystal. Defect levels in the gap, which real films contain, are not in the model.

*The real oxide.* The gap near 4 eV from common semilocal functionals, the corrected gap near 5.7 eV and the oxygen spacing near 0.25 nm are rough values for hafnium dioxide. Its electronic constant is roughly 4, so the model lies in the right range, but the round orbital parameters were not derived from that material. Its empty states come mainly from hafnium $d$ orbitals on separate sites, unlike the single $s$ orbital here. For the permittivity of a gate stack, the assumption that matters most is that the ions are at rest. At circuit frequencies they move, and the permittivity rises to roughly 20. The calculated 4.4 therefore describes the electronic response at frequencies far above the lattice vibrations and far below the gap, and must not be used for gate capacitance.
